# Electron-phonon resistance of a metal at an electron-blocking dielectric: verification in Python

```python
"""
Result under test: a thick metal (x > 0) meets a dielectric that blocks electrons.
In the two-temperature model the extra electron-phonon resistance is
    R = ke**1.5 / (sqrt(G*kp) * (ke + kp)**1.5)
measured from the bulk metal temperature extrapolated linearly to the interface.
ke, kp : electronic and lattice conductivity, W/(m K)
G      : electron-phonon coupling, here in W/(m K nm^2) = 1e18 W/(m^3 K)
ell    : relaxation length, nm
hp, he : phonon and electron conductance of the interface, GW/(m^2 K)
Lengths are in nm, so resistances are in m^2 K/GW. Heat flows towards x = 0.
"""
import numpy as np
from scipy.integrate import fixed_quad
from scipy.sparse import bmat, diags
from scipy.sparse.linalg import spsolve


def relaxation_length(ke, kp, G):
    return np.sqrt(ke * kp / (G * (ke + kp)))


def extra_resistance(ke, kp, G):
    return ke**1.5 / (np.sqrt(G * kp) * (ke + kp)**1.5)


def leaky_interface_resistance(ke, kp, G, hp, he):
    """Extrapolated metal temperature per unit flux, dielectric at zero."""
    k = ke + kp
    ell = relaxation_length(ke, kp, G)
    difference = (ke / (k * he) - kp / (k * hp)) / (
        1 + G * ell * (1 / he + 1 / hp))
    return (kp / k + G * ell * difference) / hp + ke / k * difference


def solve_slab(ke, kp, G, hp, he, thickness, cells=1500):
    """Finite volumes for the coupled equations; Te = Tp = 1 at the far end.
    Returns positions, temperatures per unit flux, and total resistance."""
    step = thickness / cells
    main = np.full(cells, 2 / step)
    main[0] = 1 / step
    off = np.full(cells - 1, -1 / step)
    conduction = diags([off, main, off], [-1, 0, 1])
    volume = np.full(cells, step)
    volume[0] = step / 2
    exchange = diags(G * volume)
    surface = np.zeros(cells)
    surface[0] = 1
    matrix = bmat([
        [ke * conduction + exchange + diags(he * surface), -exchange],
        [-exchange, kp * conduction + exchange + diags(hp * surface)]],
        format="csc")
    source = np.zeros(2 * cells)
    source[cells - 1] = ke / step
    source[-1] = kp / step
    temperature = spsolve(matrix, source)
    te, tp = temperature[:cells], temperature[cells:]
    flux = he * te[0] + hp * tp[0]
    return step * np.arange(cells), te / flux, tp / flux, 1 / flux, volume


def kinetic_jump(conductivities, free_paths, G, half_nodes=8):
    """Grey kinetic half-space, phonons first, then (optionally) electrons.
    Phonons leave the interface isotropically at temperature zero; electrons
    are reflected specularly. Returns extrapolated temperature per unit flux."""
    node, weight = np.polynomial.legendre.leggauss(half_nodes)
    mu = np.concatenate([(node + 1) / 2, -(node + 1) / 2])
    average = np.tile(np.concatenate([weight, weight]) / 4, (mu.size, 1))
    carriers, size = len(conductivities), mu.size
    matrix = np.zeros((carriers * size, carriers * size))
    for a in range(carriers):
        s = 0.0
        if carriers == 2:
            s = G * free_paths[a]**2 / (3 * conductivities[a])
        rows = slice(a * size, (a + 1) * size)
        scale = (mu * free_paths[a])[:, None]
        matrix[rows, rows] = ((1 - s) * average - np.eye(size)) / scale
        if carriers == 2:
            b = 1 - a
            matrix[rows, b * size:(b + 1) * size] = s * average / scale
    values, vectors = np.linalg.eig(matrix)
    # half of the nonzero modes decay into the metal
    decaying = np.argsort(values.real)[:carriers * half_nodes - 1]
    assert np.max(np.abs(values[decaying].imag)) < 1e-6 * np.max(np.abs(values))
    modes = vectors[:, decaying].real
    linear = np.concatenate([-mu * path for path in free_paths])
    linear = linear / sum(conductivities)
    columns = np.column_stack([modes, np.ones(carriers * size)])
    conditions = [columns[:half_nodes]]
    right = [-linear[:half_nodes]]
    if carriers == 2:
        out = slice(size, size + half_nodes)
        back = slice(size + half_nodes, 2 * size)
        conditions.append(columns[out] - columns[back])
        right.append(-(linear[out] - linear[back]))
    return np.linalg.solve(np.vstack(conditions), np.concatenate(right))[-1]


def kinetic_extra(ke, kp, G, path_e, path_p, half_nodes=8):
    both = kinetic_jump([kp, ke], [path_p, path_e], G, half_nodes)
    return both - kinetic_jump([kp], [path_p], 0.0, half_nodes)


# Rough round parameters; heat capacity in MJ/(m^3 K), sound speed in km/s
films = {
    "noble-metal film": dict(ke=300.0, kp=3.0, G=0.03, hp=0.1,
                             heat=2.5, speed=1.5, path_e=40.0),
    "vanadium film": dict(ke=25.0, kp=6.0, G=2.0, hp=0.2,
                          heat=3.0, speed=3.0, path_e=2.0),
}

# Coupled equations against the closed formulas, over wide conductivity ratios
parameter_sets = [(f["ke"], f["kp"], f["G"]) for f in films.values()]
parameter_sets += [(1.0, 1.0, 1.0), (1.0, 20.0, 0.5)]
largest_error = 0.0
for ke, kp, G in parameter_sets:
    k = ke + kp
    ell = relaxation_length(ke, kp, G)
    R = extra_resistance(ke, kp, G)
    for hp in (kp / ell, 0.2 * kp / ell):
        for ratio in (0.5, 1.5, 12.0):
            d = ratio * ell
            x, te, tp, total, volume = solve_slab(ke, kp, G, hp, 0.0, d)
            numerical = total - 1 / hp - d / k
            error = abs(numerical / (R * np.tanh(ratio)) - 1)
            assert error < 3e-4
            if ratio == 12.0:
                largest_error = max(largest_error, abs(numerical / R - 1))
        # the last slab is thick: test surface values, flux and dissipation
        assert abs((te[0] - tp[0]) * kp / ell - 1) < 3e-4
        assert abs((te[0] - (total - d / k)) * k / ell - 1) < 3e-3
        middle = (x[1:] + x[:-1]) / 2
        electron_flux = ke * np.diff(te) / np.diff(x)
        expected_flux = ke / k * (1 - np.exp(-middle / ell))
        assert np.max(np.abs(electron_flux - expected_flux)) < 3e-4
        exchange_loss = np.sum(volume * G * (te - tp)**2)
        assert abs(exchange_loss / (R / 2) - 1) < 1e-3
        for he in (0.1 * hp, 2.0 * hp):
            leaky_total = solve_slab(ke, kp, G, hp, he, d)[3]
            formula = leaky_interface_resistance(ke, kp, G, hp, he)
            assert abs((leaky_total - d / k) / formula - 1) < 5e-4

# Kinetic solver: Milne extrapolation length from its integral representation
milne_integral = fixed_quad(
    lambda t: 3 / t**2 - 1 / (1 - t / np.tan(t)), 0, np.pi / 2, n=12)[0]
milne_length = 6 / np.pi**2 + milne_integral / np.pi
assert abs(kinetic_jump([1.0], [1.0], 0.0) - milne_length) < 1e-3

print("Largest relative error of R, thick slab:", f"{largest_error:.1e}")
print("Milne length / mean free path:", f"{milne_length:.4f}")
print("R*sqrt(G*kp) for chosen kp/ke:")
for ratio in (0.01, 0.1, 1.0):
    print(f"  kp/ke = {ratio:.2f}: {extra_resistance(1.0, ratio, 1.0)*ratio**0.5:.4f}")

hot_spot_flux = 0.01     # GW/m^2, equal to 1 kW/cm^2
temperature = 300.0      # K
hot_temperature = 400.0  # K
print(f"Heat flux: {hot_spot_flux * 1e2:.1f} kW/cm^2")
print("Resistances below are in m^2 K/GW")
for name, film in films.items():
    ke, kp, G, hp = (film[key] for key in ("ke", "kp", "G", "hp"))
    k = ke + kp
    ell = relaxation_length(ke, kp, G)
    R = extra_resistance(ke, kp, G)
    path_e = film["path_e"]
    path_p = 3 * kp / (film["heat"] * film["speed"])
    # short mean free paths must restore the diffusive result
    diffusive = kinetic_extra(ke, kp, G, 0.01 * path_e, 0.01 * path_p)
    assert abs(diffusive / R - 1) < 0.01
    kinetic = kinetic_extra(ke, kp, G, path_e, path_p)
    refined = kinetic_extra(ke, kp, G, path_e, path_p, half_nodes=16)
    assert abs(kinetic / refined - 1) < 0.01
    phonon_only = kinetic_extra(ke, kp, G, 0.01 * path_e, path_p)
    total = 1 / hp + R
    leaky = leaky_interface_resistance(ke, kp, G, hp, 0.1 * hp)
    hot_R = extra_resistance(ke, kp * temperature / hot_temperature, G)
    print(f"--- {name} ---")
    print(f"ke, kp: {ke:.0f}, {kp:.0f} W/(m K)")
    print(f"G: {G * 1e18:.1e} W/(m^3 K);  hp: {hp * 1e3:.0f} MW/(m^2 K)")
    print(f"C: {film['heat']:.1f} MJ/(m^3 K);  v: {film['speed']:.1f} km/s")
    print(f"Relaxation length ell: {ell:.3f} nm")
    print(f"Thickness for tanh(d/ell) = 0.99: {ell * np.arctanh(0.99):.2f} nm")
    print(f"R: {R:.4f};  simple limit: {1 / np.sqrt(G * kp):.4f}")
    print(f"R / simple limit: {R * np.sqrt(G * kp):.4f}")
    print(f"Conductance 1/R: {1e3 / R:.0f} MW/(m^2 K)")
    print(f"1/hp: {1 / hp:.3f};  total: {total:.3f};  R share: {100*R/total:.2f} %")
    print(f"Te(0)-Tp(0): {1e3 * hot_spot_flux * ell / kp:.3f} mK")
    print(f"Extrapolated T - Tp(0): {1e3 * hot_spot_flux * R:.3f} mK")
    print(f"Te(0) - extrapolated T: {1e3 * hot_spot_flux * ell / k:.4f} mK")
    print(f"Mean free paths, electron, phonon: {path_e:.1f}, {path_p:.2f} nm")
    print(f"Mean free paths / ell: {path_e / ell:.2f}, {path_p / ell:.2f}")
    print(f"Kinetic R: {refined:.4f};  / diffusive R: {refined / R:.3f}")
    print(f"Kinetic R, electron path cut 100-fold: {phonon_only:.4f}")
    print(f"Total with he = 0.1 hp: {leaky:.3f} ({100*(leaky/total-1):+.2f} %)")
    print(f"R at {hot_temperature:.0f} K, kp ~ 1/T: {hot_R:.4f} ({100*(hot_R/R-1):+.1f} %)")
    print(f"Total drop / {temperature:.0f} K: {hot_spot_flux*total/temperature:.1e}")
print("PASS")
```

Output:

```
Largest relative error of R, thick slab: 8.0e-06
Milne length / mean free path: 0.7104
R*sqrt(G*kp) for chosen kp/ke:
  kp/ke = 0.01: 0.9852
  kp/ke = 0.10: 0.8668
  kp/ke = 1.00: 0.3536
Heat flux: 1.0 kW/cm^2
Resistances below are in m^2 K/GW
--- noble-metal film ---
ke, kp: 300, 3 W/(m K)
G: 3.0e+16 W/(m^3 K);  hp: 100 MW/(m^2 K)
C: 2.5 MJ/(m^3 K);  v: 1.5 km/s
Relaxation length ell: 9.950 nm
Thickness for tanh(d/ell) = 0.99: 26.34 nm
R: 3.2840;  simple limit: 3.3333
R / simple limit: 0.9852
Conductance 1/R: 305 MW/(m^2 K)
1/hp: 10.000;  total: 13.284;  R share: 24.72 %
Te(0)-Tp(0): 33.168 mK
Extrapolated T - Tp(0): 32.840 mK
Te(0) - extrapolated T: 0.3284 mK
Mean free paths, electron, phonon: 40.0, 2.40 nm
Mean free paths / ell: 4.02, 0.24
Kinetic R: 3.3355;  / diffusive R: 1.016
Kinetic R, electron path cut 100-fold: 3.2906
Total with he = 0.1 hp: 11.719 (-11.78 %)
R at 400 K, kp ~ 1/T: 3.8061 (+15.9 %)
Total drop / 300 K: 4.4e-04
--- vanadium film ---
ke, kp: 25, 6 W/(m K)
G: 2.0e+18 W/(m^3 K);  hp: 200 MW/(m^2 K)
C: 3.0 MJ/(m^3 K);  v: 3.0 km/s
Relaxation length ell: 1.555 nm
Thickness for tanh(d/ell) = 0.99: 4.12 nm
R: 0.2091;  simple limit: 0.2887
R / simple limit: 0.7242
Conductance 1/R: 4783 MW/(m^2 K)
1/hp: 5.000;  total: 5.209;  R share: 4.01 %
Te(0)-Tp(0): 2.592 mK
Extrapolated T - Tp(0): 2.091 mK
Te(0) - extrapolated T: 0.5018 mK
Mean free paths, electron, phonon: 2.0, 2.00 nm
Mean free paths / ell: 1.29, 1.29
Kinetic R: 0.2207;  / diffusive R: 1.056
Kinetic R, electron path cut 100-fold: 0.2133
Total with he = 0.1 hp: 4.709 (-9.60 %)
R at 400 K, kp ~ 1/T: 0.2600 (+24.4 %)
Total drop / 300 K: 1.7e-04
PASS
```
